# Atomic charge gaps of a three-orbital Kanamori shell: a numerical check

```python
"""Atomic charge gaps of the rotationally invariant three-orbital Kanamori model.

Result under test, for Hund coupling J >= 0 and U' = U - 2J:
    gap(N) = E(N+1) + E(N-1) - 2 E(N)
    gap(1) = gap(2) = U - 3J,   gap(3) = U + 2J
For J < 0 the gaps are instead U + 2J, U - 8J and U + 2J.
E(N): lowest energy with N electrons; U: repulsion in one orbital;
U': repulsion between orbitals; J: Hund exchange and pair hopping.
All energies are in eV. Spin-orbital index = 2*orbital + spin (0 up, 1 down).
"""
import numpy as np
from scipy import sparse, constants
from scipy.optimize import brentq
from scipy.special import eval_legendre, logsumexp


def annihilators(count):
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sparse.diags([1.0, -1.0])
    result = []
    for j in range(count):
        op = sparse.identity(1)
        for k in range(count):
            factor = parity if k < j else lower if k == j else sparse.identity(2)
            op = sparse.kron(op, factor, format="csr")
        result.append(op)
    return result


def orbital_transfers(c, orbitals):
    return [[sum(c[2*a+s].T @ c[2*b+s] for s in (0, 1))
             for b in range(orbitals)] for a in range(orbitals)]


def spin_squared(c, orbitals):
    plus = sum(c[2*m].T @ c[2*m+1] for m in range(orbitals))
    sz = 0.5*sum(c[2*m].T @ c[2*m] - c[2*m+1].T @ c[2*m+1]
                 for m in range(orbitals))
    return plus.T @ plus + sz @ sz + sz


def coulomb_hamiltonian(tensor, transfer):
    """Half sum of V_abcd c+_a c+_b c_d c_c, summed over both spins."""
    size = transfer[0][0].shape[0]
    total = sparse.csr_matrix((size, size))
    for a, b, k, d in np.argwhere(np.abs(tensor) > 1e-12):
        term = transfer[a][k] @ transfer[b][d]
        if b == k:
            term = term - transfer[a][d]
        total = total + 0.5*tensor[a, b, k, d]*term
    return total


# Three-orbital Fock space
c3_sparse = annihilators(6)
c3 = [op.toarray() for op in c3_sparse]
E3_sparse = orbital_transfers(c3_sparse, 3)
E3 = [[op.toarray() for op in row] for row in E3_sparse]
number3 = sum(E3[m][m] for m in range(3))
count3 = np.rint(np.diag(number3)).astype(int)
S2 = spin_squared(c3_sparse, 3).toarray()
rotations = [E3[a][b] - E3[b][a] for a, b in ((0, 1), (1, 2), (2, 0))]
L2 = -sum(r @ r for r in rotations)
one = np.eye(64)


def kanamori(U, Up, J, exchange_terms=True):
    n = [op.T @ op for op in c3]
    h = sum(U*n[2*m] @ n[2*m+1] for m in range(3))
    for m in range(3):
        for k in range(3):
            if m == k:
                continue
            h = h + Up*n[2*m] @ n[2*k+1]
            if m < k:
                for s in (0, 1):
                    h = h + (Up-J)*n[2*m+s] @ n[2*k+s]
            if exchange_terms:
                h = h - J*c3[2*m].T @ c3[2*m+1] @ c3[2*k+1].T @ c3[2*k]
                h = h + J*c3[2*m].T @ c3[2*m+1].T @ c3[2*k+1] @ c3[2*k]
    return h


def spectra(h):
    out = []
    for n in range(7):
        idx = np.flatnonzero(count3 == n)
        out.append(np.linalg.eigvalsh(h[np.ix_(idx, idx)]))
    return out


def gaps_from(energy):
    return np.array([energy[n+1]+energy[n-1]-2*energy[n] for n in (1, 2, 3)])


def atomic_gaps(h):
    return gaps_from([levels[0] for levels in spectra(h)])


# Operator identities, multiplets and gaps from the defining Hamiltonian
exchange_sum = sum(E3[a][b] @ E3[b][a] for a in range(3) for b in range(3))
same_sum = sum(E3[a][b] @ E3[a][b] for a in range(3) for b in range(3))
assert np.allclose(exchange_sum, 5*number3-number3@number3/2-2*S2)
assert np.allclose(L2, exchange_sum-same_sum)
for u, j in ((4.0, 0.65), (2.3, 0.9), (7.1, 0.2), (3.0, 0.0)):
    h = kanamori(u, u-2*j, j)
    closed = ((u-3*j)*number3@(number3-one)/2 + 2.5*j*number3
              - 2*j*S2 - 0.5*j*L2)
    assert np.allclose(h, closed, atol=1e-10)
    levels = spectra(h)
    assert np.allclose(levels[2], [u-3*j]*9+[u-j]*5+[u+2*j])
    assert np.allclose(levels[3], [3*u-9*j]*4+[3*u-6*j]*10+[3*u-4*j]*6)
    assert np.allclose([x[0] for x in levels[:5]],
                       [0, 0, u-3*j, 3*u-9*j, 6*u-13*j])
    assert np.allclose(atomic_gaps(h), [u-3*j, u-3*j, u+2*j])
    density_only = kanamori(u, u-2*j, j, False)
    assert np.allclose(atomic_gaps(density_only), atomic_gaps(h))

# A wrong interorbital repulsion breaks the rotational symmetry
U, J = 4.0, 0.65
Up = U-2*J
H3 = kanamori(U, Up, J)
wrong = kanamori(U, Up+0.3, J)
assert all(np.allclose(H3@r, r@H3) for r in rotations)
assert max(np.abs(wrong@r-r@wrong).max() for r in rotations) > 0.01

# Negative J selects other ground terms; only the N=3 gap keeps its form
for u, j in ((4.0, -0.5), (2.3, -0.2)):
    h = kanamori(u, u-2*j, j)
    lowest_levels = [x[0] for x in spectra(h)[:5]]
    assert np.allclose(lowest_levels, [0, 0, u+2*j, 3*u-4*j, 6*u-8*j])
    assert np.allclose(atomic_gaps(h), [u+2*j, u-8*j, u+2*j])

# Coulomb integrals over normalized real d functions on the unit sphere
z, wz = np.polynomial.legendre.leggauss(8)
phi = np.arange(12)*2*np.pi/12
zz, pp = np.meshgrid(z, phi, indexing="ij")
weights = np.repeat(wz, 12)*2*np.pi/12
r = np.sqrt(1-zz**2)
points = np.array([(r*np.cos(pp)).ravel(), (r*np.sin(pp)).ravel(), zz.ravel()])
x, y, z = points
functions = np.array([y*z, z*x, x*y, x*x-y*y, 3*z*z-1])
functions /= np.sqrt((functions**2) @ weights)[:, None]
assert np.allclose((functions*weights) @ functions.T, np.eye(5))
products = (functions[:, None, :]*functions[None, :, :]*weights).reshape(25, -1)
cosine = np.clip(points.T @ points, -1, 1)
parts = {}
for rank in (0, 2, 4):
    values = products @ eval_legendre(rank, cosine) @ products.T
    parts[rank] = values.reshape(5, 5, 5, 5).transpose(0, 2, 1, 3)
delta = np.eye(3)


def isotropic(up, j):
    return (up*np.einsum("ac,bd->abcd", delta, delta)
            + j*np.einsum("ad,bc->abcd", delta, delta)
            + j*np.einsum("ab,cd->abcd", delta, delta))


for part in parts.values():
    t = part[:3, :3, :3, :3]
    assert np.allclose(t, isotropic(t[0, 1, 0, 1], t[0, 1, 1, 0]), atol=1e-11)
slater_ratio = 0.625
shape = parts[2] + slater_ratio*parts[4]
F2 = J/shape[0, 1, 1, 0]
F0 = U-F2*shape[0, 0, 0, 0]
d_tensor = F0*parts[0]+F2*shape
H_from_integrals = coulomb_hamiltonian(d_tensor[:3, :3, :3, :3], E3_sparse)
assert np.allclose(H_from_integrals.toarray(), H3, atol=1e-9)

# Full d shell with the two e_g orbitals raised by the cubic splitting
c5 = annihilators(10)
E5 = orbital_transfers(c5, 5)
H5 = coulomb_hamiltonian(d_tensor, E5).tocsr()
eg_number = (E5[3][3]+E5[4][4]).tocsr()
count5 = np.rint(sum(E5[m][m] for m in range(5)).diagonal()).astype(int)
blocks = []
for n in range(5):
    idx = np.flatnonzero(count5 == n)
    blocks.append((H5[idx][:, idx].toarray(), eg_number[idx][:, idx].toarray()))
idx4 = np.flatnonzero(count5 == 4)
spin4 = spin_squared(c5, 5).tocsr()[idx4][:, idx4].toarray()


def d_levels(n, splitting):
    return np.linalg.eigvalsh(blocks[n][0]+splitting*blocks[n][1])


def d_gaps(splitting):
    return gaps_from([d_levels(n, splitting)[0] for n in range(5)])


def spin_difference(splitting):
    h = blocks[4][0]+splitting*blocks[4][1]
    lowest = []
    for target in (6.0, 2.0):
        offset = spin4-target*np.eye(len(h))
        lowest.append(np.linalg.eigvalsh(h+50*offset@offset)[0])
    return lowest[0]-lowest[1]


gaps = atomic_gaps(H3)
assert np.allclose(d_gaps(1e4), gaps, atol=2e-3)  # residual e_g mixing
crossover = brentq(spin_difference, 0.5, 6.0, xtol=1e-5)
for splitting, degeneracy in ((crossover-0.1, 10), (crossover+0.1, 9)):
    levels = d_levels(4, splitting)
    assert np.sum(levels < levels[0]+1e-6) == degeneracy

# Distortion: one orbital raised; spin-orbit: t2g has reversed effective l
distortion, zeta = 0.20, 0.03
distortion_shift = atomic_gaps(H3+distortion*E3[0][0])-gaps
assert np.allclose(distortion_shift, [0, distortion, -distortion])
epsilon = np.zeros((3, 3, 3))
for a, b, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[a, b, k], epsilon[b, a, k] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one_body = -zeta*sum(np.kron(-1j*epsilon[k], pauli[k]/2) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(one_body), [-zeta/2]*4+[zeta]*2)
H_so = sum(one_body[p, q]*c3[p].T @ c3[q] for p in range(6) for q in range(6))
so_shift = atomic_gaps(H3+H_so)-gaps

# Thermal free-energy gaps and rough solid-state scales
temperature = 300.0
kT = constants.k*temperature/constants.e
levels3 = spectra(H3)
free = [-kT*logsumexp(-levels/kT) for levels in levels3]
thermal_shift = gaps_from(free)-gaps
bandwidth, distance_nm, permittivity = 2.5, 0.29, 10.0
distance = distance_nm*1e-9
attraction = constants.e/(4*np.pi*constants.epsilon_0*permittivity*distance)
field_MVcm = 1.0
field_energy = field_MVcm*1e8*distance
hop_fields = gaps/distance/1e8

print(f"Input U = {U:.2f} eV")
print(f"Input J = {J:.2f} eV")
print(f"Interorbital U' = {Up:.2f} eV")
print(f"Parallel-spin U'-J = {Up-J:.2f} eV")
ground = [round(levels[0], 9)+0.0 for levels in levels3]
for n in range(5):
    print(f"E({n}) = {ground[n]:.2f} eV")
for n in range(1, 4):
    print(f"Addition energy E({n+1})-E({n}) = {ground[n+1]-ground[n]:.2f} eV")
for ion, n, gap in zip(("V4+", "V3+", "V2+"), (1, 2, 3), gaps):
    print(f"{ion}, N={n}: atomic gap = {gap:.2f} eV")
print(f"Gap increase from N=2 to N=3 = {gaps[2]-gaps[1]:.2f} eV")
print(f"Slater ratio F4/F2 = {slater_ratio:.3f} (dimensionless)")
for splitting in (1.5, 2.5):
    values = d_gaps(splitting)
    print(f"Full d shell, cubic splitting = {splitting:.2f} eV")
    for n, value in zip((1, 2, 3), values):
        print(f"  N={n}: full-shell gap = {value:.2f} eV")
print(f"d4 high/low-spin crossover splitting = {crossover:.2f} eV")
print(f"Distortion: one orbital raised by {distortion:.2f} eV")
print(f"Spin-orbit parameter = {zeta:.3f} eV")
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal energy kT = {kT:.4f} eV")
for i, n in enumerate((1, 2, 3)):
    print(f"N={n}: distortion gap shift = {round(distortion_shift[i], 9)+0.0:.3f} eV")
    print(f"N={n}: spin-orbit gap shift = {so_shift[i]:.4f} eV")
    print(f"N={n}: thermal free-energy gap shift = {thermal_shift[i]:.4f} eV")
print(f"Rough bandwidth W = {bandwidth:.2f} eV")
for n, gap in zip((1, 2, 3), gaps):
    print(f"N={n}: gap minus W = {gap-bandwidth:.2f} eV")
print(f"V-V distance = {distance_nm:.2f} nm")
print(f"Relative permittivity = {permittivity:.1f} (dimensionless)")
print(f"Neighbour electron-hole attraction = {attraction:.2f} eV")
print(f"Applied field = {field_MVcm:.1f} MV/cm")
print(f"Field energy over one V-V distance = {field_energy:.3f} eV")
print(f"One-hop field for N=1,2 gap = {hop_fields[0]:.1f} MV/cm")
print(f"One-hop field for N=3 gap = {hop_fields[2]:.1f} MV/cm")
print("OK")
```

Output:

```
Input U = 4.00 eV
Input J = 0.65 eV
Interorbital U' = 2.70 eV
Parallel-spin U'-J = 2.05 eV
E(0) = 0.00 eV
E(1) = 0.00 eV
E(2) = 2.05 eV
E(3) = 6.15 eV
E(4) = 15.55 eV
Addition energy E(2)-E(1) = 2.05 eV
Addition energy E(3)-E(2) = 4.10 eV
Addition energy E(4)-E(3) = 9.40 eV
V4+, N=1: atomic gap = 2.05 eV
V3+, N=2: atomic gap = 2.05 eV
V2+, N=3: atomic gap = 5.30 eV
Gap increase from N=2 to N=3 = 3.25 eV
Slater ratio F4/F2 = 0.625 (dimensionless)
Full d shell, cubic splitting = 1.50 eV
  N=1: full-shell gap = 1.92 eV
  N=2: full-shell gap = 2.32 eV
  N=3: full-shell gap = 4.29 eV
Full d shell, cubic splitting = 2.50 eV
  N=1: full-shell gap = 1.95 eV
  N=2: full-shell gap = 2.24 eV
  N=3: full-shell gap = 5.06 eV
d4 high/low-spin crossover splitting = 2.22 eV
Distortion: one orbital raised by 0.20 eV
Spin-orbit parameter = 0.030 eV
Temperature = 300 K
Thermal energy kT = 0.0259 eV
N=1: distortion gap shift = 0.000 eV
N=1: spin-orbit gap shift = 0.0147 eV
N=1: thermal free-energy gap shift = 0.0358 eV
N=2: distortion gap shift = 0.200 eV
N=2: spin-orbit gap shift = 0.0154 eV
N=2: thermal free-energy gap shift = 0.0314 eV
N=3: distortion gap shift = -0.200 eV
N=3: spin-orbit gap shift = -0.0453 eV
N=3: thermal free-energy gap shift = -0.0419 eV
Rough bandwidth W = 2.50 eV
N=1: gap minus W = -0.45 eV
N=2: gap minus W = -0.45 eV
N=3: gap minus W = 2.80 eV
V-V distance = 0.29 nm
Relative permittivity = 10.0 (dimensionless)
Neighbour electron-hole attraction = 0.50 eV
Applied field = 1.0 MV/cm
Field energy over one V-V distance = 0.029 eV
One-hop field for N=1,2 gap = 70.7 MV/cm
One-hop field for N=3 gap = 182.8 MV/cm
OK
```
